# Thermal Corrections to the Equilibrium Critical Thickness of a Strained Film: a program that tests the result

```python
"""
Result under test: disorder that lowers the free energy per length of an
interface dislocation by eps = s*kB*T/b lowers the critical thickness h0 by
  eps/(B-A/h0) <= h0-h1 <= eps*(h0-hs)/G(hs),   hs = A/B,
where G(h) = A*ln(alpha*h/b) - B*h and h0 is the larger root of G = 0.
A: logarithmic line-energy coefficient (eV/nm); B: misfit work per length and
per thickness (eV/nm^2); b: Burgers length (nm); alpha: core parameter.
For a directed line with three choices per segment b, 0 <= s <= ln(3).
mu: shear modulus, nu: Poisson ratio, f: misfit strain.
Energies are in eV and lengths in nm. Material inputs are rough typical
values in the regime of a dilute silicon-germanium film on silicon.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

kB = const.k / const.e
GPA = 1e9 * 1e-27 / const.e          # eV/nm^3 per GPa
T, T_room = 1000.0, 300.0
mu_GPa, nu, b, f, alpha = 60.0, 0.25, 0.39, 0.010, np.e
mu = mu_GPa * GPA
kT = kB * T
scale = kT / b


def line_coefficient(mu_, nu_, b_):
    return mu_ * b_**2 * (1 - nu_ / 4) / (4 * np.pi * (1 - nu_))


def work_slope(mu_, nu_, b_, f_):
    return 2 * mu_ * (1 + nu_) / (1 - nu_) * f_ * b_ / 2


def critical(A_, B_, b_=b, alpha_=alpha, eps=0.0):
    """Larger root of A ln(alpha h/b) - eps = B h, by bracketing."""
    def balance(h):
        return A_ * np.log(alpha_ * h / b_) - eps - B_ * h
    peak = A_ / B_
    assert balance(peak) > 0
    return brentq(balance, peak, 1000 * peak, xtol=1e-12)


# Burgers vector geometry in units of the cubic lattice parameter.
burgers = np.array([1.0, 0.0, 1.0]) / 2
line = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
across = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
length = np.linalg.norm(burgers)
screw_part = abs(burgers @ line) / length
inplane_part = abs(burgers @ across) / length
vertical_part = burgers[2] / length
assert np.allclose([screw_part, inplane_part, vertical_part],
                   [0.5, 0.5, 1 / np.sqrt(2)])
edge_part = np.hypot(inplane_part, vertical_part)

# Displacement fields for unit Burgers length; derivatives give strains.
x, y, v = sp.symbols("x y v", real=True)
r2 = x**2 + y**2
ux = (sp.atan(y / x) + x * y / (2 * (1 - v) * r2)) / (2 * sp.pi)
uy = -((1 - 2 * v) * sp.log(r2) / (4 * (1 - v))
       + (x**2 - y**2) / (4 * (1 - v) * r2)) / (2 * sp.pi)
uz = sp.atan(y / x) / (2 * sp.pi)
grads = [sp.simplify(sp.diff(u, q)) for u in (ux, uy, uz) for q in (x, y)]
divergence = grads[0] + grads[3]
for k, q in enumerate((x, y)):
    laplacian = sp.diff(grads[2 * k], x) + sp.diff(grads[2 * k + 1], y)
    assert sp.simplify(laplacian + sp.diff(divergence, q) / (1 - 2 * v)) == 0
assert sp.simplify(sp.diff(grads[4], x) + sp.diff(grads[5], y)) == 0
gradient_function = sp.lambdify((x, y, v), grads, "numpy")
angles = 2 * np.pi * (np.arange(720) + 0.5) / 720
cx, sy = np.cos(angles), np.sin(angles)


def field_coefficient(mu_, nu_, b_):
    """Angular integral of r^2 times the elastic energy density."""
    g = [np.asarray(q) * np.ones_like(cx)
         for q in gradient_function(cx, sy, nu_)]
    jump_x = 2 * np.pi * np.mean(-sy * g[0] + cx * g[1])
    jump_y = 2 * np.pi * np.mean(-sy * g[2] + cx * g[3])
    jump_z = 2 * np.pi * np.mean(-sy * g[4] + cx * g[5])
    assert np.allclose([jump_x, jump_y, jump_z], [1, 0, 1], atol=1e-10)
    exx, eyy, exy = g[0], g[3], (g[1] + g[2]) / 2
    trace = exx + eyy
    lam = nu_ / (1 - 2 * nu_)
    force_x = np.mean((exx + lam * trace) * cx + exy * sy)
    force_y = np.mean(exy * cx + (eyy + lam * trace) * sy)
    assert max(abs(force_x), abs(force_y)) < 1e-12
    edge = exx**2 + eyy**2 + 2 * exy**2 + lam * trace**2
    screw = (g[4]**2 + g[5]**2) / 2
    density = edge_part**2 * edge + screw_part**2 * screw
    return mu_ * b_**2 * 2 * np.pi * np.mean(density)


def hooke_slope(mu_, nu_, b_, f_):
    """Work slope from film energy minimized over normal strain."""
    def density(strain_x):
        def energy(strain_z):
            tr = strain_x + f_ + strain_z
            return mu_ * (strain_x**2 + f_**2 + strain_z**2
                          + nu_ / (1 - 2 * nu_) * tr**2)
        return minimize_scalar(energy).fun
    step = f_ / 10
    stress = (density(f_ + step) - density(f_ - step)) / (2 * step)
    return stress * inplane_part * b_


for trial_nu in (0.15, nu, 0.35):
    assert np.isclose(field_coefficient(mu, trial_nu, b),
                      line_coefficient(mu, trial_nu, b), rtol=1e-9)
    assert np.isclose(hooke_slope(mu, trial_nu, b, f),
                      work_slope(mu, trial_nu, b, f), rtol=1e-6)

A = line_coefficient(mu, nu, b)
B = work_slope(mu, nu, b, f)
h0 = critical(A, B)
E = A * np.log(alpha * h0 / b)
hs = A / B
G_peak = A * np.log(alpha * hs / b) - B * hs
amplification = E / (E - A)

# Directed wandering in the glide plane, with a cusp well at the interface.
depth_step = vertical_part * b
sites = np.arange(-20, 41)


def well(h):
    depth = h + sites * depth_step
    assert depth.min() > hs
    energy = A * np.log(depth / h) - B * (np.minimum(depth, h) - h)
    assert np.argmin(energy) == 20
    return b * energy


def transfer(h, kink_energy):
    potential = well(h)
    hop = np.abs(sites[:, None] - sites[None, :])
    cost = (potential[:, None] + potential[None, :]) / 2 + hop * kink_energy
    return np.where(hop <= 1, np.exp(-cost / kT), 0.0)


def wandering_s(h, kink_energy):
    return np.log(np.linalg.eigvalsh(transfer(h, kink_energy))[-1])


n_steps = 9
moves = np.array(list(itertools.product((-1, 0, 1), repeat=n_steps)))
heights = np.cumsum(moves, axis=1)
potential0 = well(h0)
for kink in (0.0, 0.1, 0.5):
    cost = (potential0[heights[:, :-1] + 20].sum(axis=1)
            + potential0[heights[:, -1] + 20] / 2
            + kink * np.abs(moves).sum(axis=1))
    explicit = np.exp(-cost / kT).sum()
    matrix_sum = np.linalg.matrix_power(transfer(h0, kink), n_steps)[20].sum()
    assert np.isclose(explicit, matrix_sum, rtol=1e-10)
    assert 1 <= explicit <= 3**n_steps
kink_energy = 0.5
s_free = wandering_s(h0, 0.0)
s_kink = wandering_s(h0, kink_energy)
assert 0 < s_kink < s_free < np.log(3)

# Core vibrations: explicit oscillator level sums against the classical law.
modes, mode_energy, softening = 20, 0.040, 0.10
levels = np.arange(2000) + 0.5


def log_partition(quantum):
    return np.log(np.exp(-levels * quantum / kT).sum())


s_vib = modes * (log_partition(mode_energy * (1 - softening))
                 - log_partition(mode_energy))
s_classical = -modes * np.log(1 - softening)
assert s_classical < s_vib < s_classical * (1 + (mode_energy / kT)**2 / 12)

# Thickness shifts, their convexity bounds and the closed root.
eps_count = np.log(3) * scale
eps_total = eps_count + s_vib * scale
shifts, lower, upper = [], [], []
for eps in (eps_count, eps_total):
    h1 = critical(A, B, eps=eps)
    argument = -b / (alpha * hs) * np.exp(eps / A)
    closed = -hs * lambertw(argument, -1).real
    assert np.isclose(h1, closed, rtol=1e-9)
    shifts.append(h0 - h1)
    lower.append(eps / (B - A / h0))
    upper.append(eps * (h0 - hs) / G_peak)
    assert lower[-1] <= shifts[-1] <= upper[-1]
rise = critical(A, B, eps=-s_vib * scale) - h0
rise_bound = s_vib * scale / (B - A / h0)
assert 0 < rise <= rise_bound


def wandering_balance(h):
    return (A * np.log(alpha * h / b) - B * h
            - scale * wandering_s(h, 0.0))


h_wandering = brentq(wandering_balance, 8.0, 12.0)
assert h0 - shifts[0] <= h_wandering <= h0

# Sensitivities by finite differences of the numerical root.
d = 1e-4
slope_f = (np.log(critical(A, B * (1 + d)))
           - np.log(critical(A, B * (1 - d)))) / (2 * d)
slope_eps = (critical(A, B, eps=d) - critical(A, B, eps=-d)) / (2 * d)
assert np.isclose(slope_f, -amplification, rtol=1e-5)
assert np.isclose(slope_eps, -1 / (B - A / h0), rtol=1e-5)

# Elastic-field entropy, and cancellation using the definition-side functions.
soft_rate = 8e-5
mu_room = mu * (1 + soft_rate * (T - T_room))
line_drop = E * (mu_room / mu - 1)
s_field = soft_rate * E * b / kB
h_stiff = critical(field_coefficient(mu_room, nu, b),
                   hooke_slope(mu_room, nu, b, f))
assert np.isclose(h_stiff, h0, rtol=1e-5)
assert s_field > np.log(3) and line_drop > eps_count

# Effects outside the configurational estimate.
expansion_difference, expansion = 0.8e-6, 4e-6
f_room = f - expansion_difference * (T - T_room)
h_room_misfit = critical(A, work_slope(mu, nu, b, f_room))
misfit_shift = h_room_misfit - h0
b_room = b / (1 + expansion * (T - T_room))
lattice_shift = h0 - critical(line_coefficient(mu, nu, b_room),
                              work_slope(mu, nu, b_room, f), b_=b_room)
nu_shift = critical(line_coefficient(mu, nu + 0.01, b),
                    work_slope(mu, nu + 0.01, b, f)) - h0
film_ratio = 0.99
unequal_shift = critical(A * 2 / (1 + film_ratio), B) - h0
core_shift = critical(A, B, alpha_=4.0) - h0
line_length = width = 1000.0
position_term = kT * np.log(width / b) / line_length
glide_barrier, T_low = 2.0, 800.0
glide_ratio = np.exp(glide_barrier / kB * (1 / T_low - 1 / T))
assert misfit_shift > shifts[0] > lattice_shift > 0
assert core_shift > shifts[0] and position_term < scale / 100

trend = []
for misfit in (0.005, f, 0.020):
    slope = work_slope(mu, nu, b, misfit)
    thickness = critical(A, slope)
    change = thickness - critical(A, slope, eps=eps_count)
    trend.append((misfit, thickness, slope * thickness,
                  100 * change / thickness))
assert trend[0][3] < trend[1][3] < trend[2][3]

print(f"Temperature: {T:.0f} K; reference: {T_room:.0f} K")
print(f"Shear modulus: {mu_GPa:.1f} GPa; Poisson ratio: {nu:.2f}")
print(f"Burgers length: {b:.3f} nm; misfit: {f:.4f}")
print(f"Core parameter alpha: {alpha:.4f}")
print(f"Thermal energy kB*T: {kT:.5f} eV")
print(f"Entropy scale kB*T/b: {scale:.4f} eV/nm")
print(f"Line coefficient A: {A:.4f} eV/nm")
print(f"Misfit work slope B: {B:.4f} eV/nm^2")
print(f"Critical thickness h0: {h0:.4f} nm")
print(f"Line energy E at h0: {E:.3f} eV/nm")
print(f"Ratio (kB*T/b)/E: {100*scale/E:.3f} %")
print(f"Amplification E/(E-A): {amplification:.4f}")
print(f"Peak position h*: {hs:.4f} nm; G(h*): {G_peak:.3f} eV/nm")
print(f"Counting ceiling ln 3: {np.log(3):.4f} kB per b")
print(f"Counting free-energy ceiling: {eps_count:.4f} eV/nm")
print(f"Counting shift in h: {shifts[0]:.4f} nm")
print(f"Counting shift relative to h0: {100*shifts[0]/h0:.3f} %")
print(f"Counting shift bounds: {lower[0]:.4f}, {upper[0]:.4f} nm")
print(f"Equivalent factor on alpha: {np.exp(-eps_count/A):.4f}")
print(f"Wandering s, no kink energy: {s_free:.4f}")
print(f"Wandering s, kink energy {kink_energy:.2f} eV: {s_kink:.5f}")
print(f"Self-consistent wandering h: {h_wandering:.4f} nm")
print(f"Core modes per b: {modes}; energy: {mode_energy:.3f} eV")
print(f"Core mode softening: {100*softening:.1f} %")
print(f"Vibrational s: quantum {s_vib:.4f}, classical {s_classical:.4f}")
print(f"Counting plus vibration: {eps_total:.4f} eV/nm")
print(f"Combined shift: {shifts[1]:.4f} nm, {100*shifts[1]/h0:.3f} %")
print(f"Combined shift bounds: {lower[1]:.4f}, {upper[1]:.4f} nm")
print(f"Rise if core stiffens by same s: {rise:.4f} nm")
print(f"Upper bound on that rise: {rise_bound:.4f} nm")
print(f"Elastic softening rate at 1000 K: {soft_rate:.1e} 1/K")
print(f"Line-energy drop, 300 to 1000 K: {line_drop:.3f} eV/nm")
print(f"Elastic-field entropy: {s_field:.3f} kB per b")
print(f"h with 300 K modulus only: {h_stiff:.4f} nm")
print(f"Expansion difference: {expansion_difference:.1e} 1/K")
print(f"Misfit at 300 K: {f_room:.5f}")
print(f"h with 300 K misfit only: {h_room_misfit:.4f} nm")
print(f"Fall from thermal misfit: {misfit_shift:.4f} nm")
print(f"That fall / 300 K value: {100*misfit_shift/h_room_misfit:.3f} %")
print(f"Lattice expansion coefficient: {expansion:.1e} 1/K")
print(f"Rise from lattice expansion: {lattice_shift:.4f} nm")
print(f"Change for Poisson ratio +0.01: {nu_shift:.4f} nm")
print(f"Change for film modulus -1 %: {unequal_shift:.4f} nm")
print(f"Change for alpha = 4: {core_shift:.4f} nm")
print(f"Line length and position range: {line_length:.0f} nm each")
print(f"Positional entropy term: {position_term:.6f} eV/nm")
print(f"Assumed glide barrier: {glide_barrier:.2f} eV")
print(f"Glide-rate ratio, 1000 K to 800 K: {glide_ratio:.1f}")
for misfit, thickness, energy, percent in trend:
    print(f"f={misfit:.3f}: h={thickness:.3f} nm, E={energy:.2f} eV/nm, "
          f"counting shift={percent:.3f} %")
print("all assertions hold")
```

Printed output:

```
Temperature: 1000 K; reference: 300 K
Shear modulus: 60.0 GPa; Poisson ratio: 0.25
Burgers length: 0.390 nm; misfit: 0.0100
Core parameter alpha: 2.7183
Thermal energy kB*T: 0.08617 eV
Entropy scale kB*T/b: 0.2210 eV/nm
Line coefficient A: 5.6659 eV/nm
Misfit work slope B: 2.4342 eV/nm^2
Critical thickness h0: 9.8419 nm
Line energy E at h0: 23.957 eV/nm
Ratio (kB*T/b)/E: 0.922 %
Amplification E/(E-A): 1.3098
Peak position h*: 2.3276 nm; G(h*): 10.122 eV/nm
Counting ceiling ln 3: 1.0986 kB per b
Counting free-energy ceiling: 0.2427 eV/nm
Counting shift in h: 0.1309 nm
Counting shift relative to h0: 1.330 %
Counting shift bounds: 0.1306, 0.1802 nm
Equivalent factor on alpha: 0.9581
Wandering s, no kink energy: 0.4502
Wandering s, kink energy 0.50 eV: 0.00001
Self-consistent wandering h: 9.7884 nm
Core modes per b: 20; energy: 0.040 eV
Core mode softening: 10.0 %
Vibrational s: quantum 2.1412, classical 2.1072
Counting plus vibration: 0.7159 eV/nm
Combined shift: 0.3876 nm, 3.938 %
Combined shift bounds: 0.3852, 0.5314 nm
Rise if core stiffens by same s: 0.2536 nm
Upper bound on that rise: 0.2546 nm
Elastic softening rate at 1000 K: 8.0e-05 1/K
Line-energy drop, 300 to 1000 K: 1.342 eV/nm
Elastic-field entropy: 8.674 kB per b
h with 300 K modulus only: 9.8419 nm
Expansion difference: 8.0e-07 1/K
Misfit at 300 K: 0.00944
h with 300 K misfit only: 10.6113 nm
Fall from thermal misfit: 0.7694 nm
That fall / 300 K value: 7.251 %
Lattice expansion coefficient: 4.0e-06 1/K
Rise from lattice expansion: 0.0275 nm
Change for Poisson ratio +0.01: -0.1363 nm
Change for film modulus -1 %: 0.0648 nm
Change for alpha = 4: 1.1581 nm
Line length and position range: 1000 nm each
Positional entropy term: 0.000676 eV/nm
Assumed glide barrier: 2.00 eV
Glide-rate ratio, 1000 K to 800 K: 331.0
f=0.005: h=23.793 nm, E=28.96 eV/nm, counting shift=1.043 %
f=0.010: h=9.842 nm, E=23.96 eV/nm, counting shift=1.330 %
f=0.020: h=3.819 nm, E=18.59 eV/nm, counting shift=1.886 %
all assertions hold
```
